# Orbital magnetisation of a normal insulator from Wannier functions

## 1. Definitions and conventions

Hartree atomic units are used with electron charge $-1$, so $\mu_B=\tfrac12$. The system is a two-dimensional crystal of cell area $A_0$ with a one-particle (mean-field) Hamiltonian $H$, one spin species and broken time reversal. The velocity is $\mathbf v=i[H,\mathbf r]$. Minimal coupling gives $H(\mathbf p+\mathbf A)=H+\mathbf v\cdot\mathbf A$ to first order, and $\mathbf A=\tfrac12B\,\hat z\times\mathbf r$ turns this into $H+\tfrac12B(\mathbf r\times\mathbf v)_z$. The moment operator is

$$m=-\partial H/\partial B=-\tfrac12(\mathbf r\times\mathbf v)_z .$$

Because $x$ and $y$ commute,

$$(\mathbf r\times\mathbf v)_z=i(xHy-xyH-yHx+yxH)=i(xHy-yHx).$$

Since $\langle w|yHx|w\rangle=\langle w|xHy|w\rangle^*$,

$$\langle w|(\mathbf r\times\mathbf v)_z|w\rangle=-2\,\mathrm{Im}\langle w|xHy|w\rangle. \tag{1}$$

For a finite sample of area $\mathcal A\sim L^2$ the moment is a trace over the occupied space, so any orthonormal basis $w_i$ of that space serves:

$$\mathcal A M=-\tfrac12\sum_i\langle w_i|(\mathbf r\times\mathbf v)_z|w_i\rangle. \tag{2}$$

$M$ is a moment per area, which has the dimension of a current, and is read from the $L^2$ term.

Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u$ normalised in one cell and $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. With $V=A_0/(2\pi)^2$,

$$|n\mathbf R\rangle=V\!\int\! d^2k\,e^{-i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k},\qquad \langle e^{i\mathbf k\cdot\mathbf r}f|e^{i\mathbf k'\cdot\mathbf r}g\rangle=\delta(\mathbf k-\mathbf k')\langle f|g\rangle/V \tag{3}$$

for cell-periodic $f,g$, and $\sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}=\delta(\mathbf k-\mathbf k')/V$.

Two things are assumed. First, the $J$ occupied bands admit a gauge that is smooth and periodic in $\mathbf k$, with exponentially localised Wannier functions; section 6 shows that this needs zero Chern number. Second, no edge band is partly filled, and the $w_i$ can be chosen exponentially localised everywhere, tending exponentially to $|n\mathbf R\rangle$ away from the edge.

## 2. Velocity as a sum over pairs

Let $\bar{\mathbf r}_i$ and $\bar{\mathbf v}_i$ be the expectation values in $w_i$. Then $\bar{\mathbf v}_i=i(\langle H\mathbf r\rangle-\langle\mathbf rH\rangle)=2\,\mathrm{Im}\langle w_i|\mathbf rH|w_i\rangle$. The state $H|w_i\rangle$ lies in the occupied space, so only occupied orbitals need be inserted:

$$\bar{\mathbf v}_i=\sum_j\mathbf v_{ij},\qquad \mathbf v_{ij}=2\,\mathrm{Im}(\mathbf r_{ij}H_{ji}),\qquad \mathbf v_{ji}=2\,\mathrm{Im}(\mathbf r_{ij}H_{ji})^*=-\mathbf v_{ij}. \tag{4}$$

The $\mathbf v_{ij}$ decay exponentially with separation. Antisymmetry gives $\sum_i\bar{\mathbf v}_i=0$, so (2) does not depend on the origin.

*Limit.* For well separated molecules with each $w_i$ a molecular eigenstate, $H_{ji}$ is diagonal and real, every $\bar{\mathbf v}_i$ vanishes, and $M$ is the molecular moment per area. By (4), a nonzero $\bar{\mathbf v}_i$ requires $H_{ji}\neq0$ between different orbitals. In the bulk of a connected crystal with flat occupied bands, Wannier functions built from one band each also have $H_{ji}=0$ between different orbitals and hence $\bar{\mathbf v}_i=0$, but $M$ need not equal the moment of isolated cells.

## 3. One band in real space

Divide the sample by whole cells into an interior $I$ and a surface strip $S$ whose width is fixed and large compared with the decay length. Orbitals in $I$ are then bulk Wannier functions up to tails exponentially small in this width. The tails leave equally small errors in the $L^2$ terms of the two parts, which cancel in the total and are dropped below.

**Interior.** Translation gives $\mathbf v_{0,\mathbf R}=\mathbf v_{-\mathbf R,0}=-\mathbf v_{0,-\mathbf R}$, so the terms $\pm\mathbf R$ cancel in (4) and a bulk Wannier function has $\bar{\mathbf v}=0$. Then $\langle\mathbf R|\mathbf r\times\mathbf v|\mathbf R\rangle=\langle0|\mathbf r\times\mathbf v|0\rangle+\mathbf R\times\bar{\mathbf v}$ is the same in every cell. The interior holds $\mathcal A/A_0-O(L)$ cells, and (1) gives the local circulation

$$M_{LC}=\frac1{A_0}\mathrm{Im}\langle0|xHy|0\rangle. \tag{5}$$

**Surface.** There are only $O(L)$ surface orbitals. Write $\langle\mathbf r\times\mathbf v\rangle_s=\langle(\mathbf r-\bar{\mathbf r}_s)\times\mathbf v\rangle_s+\bar{\mathbf r}_s\times\bar{\mathbf v}_s$. The first part, the self-rotation, is $O(1)$ per orbital and sums to $O(L)$. In the second, the cancellation that forced $\bar{\mathbf v}=0$ fails at an edge and the lever arm is $O(L)$, so the sum is $O(L^2)$. It defines the itinerant circulation

$$M_{IC}=-\frac1{2\mathcal A}\sum_{s\in S}(\bar{\mathbf r}_s\times\bar{\mathbf v}_s)_z .$$

Insert (4) and separate the partners. For partners in $S$, swapping the dummy labels and using antisymmetry gives

$$\sum_{s,s'\in S}\bar{\mathbf r}_s\times\mathbf v_{ss'}=\tfrac12\sum_{s,s'\in S}(\bar{\mathbf r}_s-\bar{\mathbf r}_{s'})\times\mathbf v_{ss'}=O(L),$$

because the lever arm is now the range of $\mathbf v_{ss'}$. What remains are pairs with $s\in S$, $j\in I$. Both members lie near the $I$–$S$ boundary, far from the true edge, so both are bulk Wannier functions. The detailed structure of the edge has dropped out.

Count the crossing pairs on a straight boundary with outward normal $\hat{\mathbf n}$. For a displacement $\mathbf R$ from $j$ to $s$ with $\hat{\mathbf n}\cdot\mathbf R>0$, the cell of $j$ must lie within $\hat{\mathbf n}\cdot\mathbf R$ of the boundary, which allows $\hat{\mathbf n}\cdot\mathbf R/A_0$ pairs per unit length. The summand $(\hat{\mathbf n}\cdot\mathbf R)\mathbf v_{\mathbf R,0}$ is even in $\mathbf R$, both factors being odd, so the half sum is half of the full sum. The summed velocity per unit length is

$$j_\beta=n_\alpha K_{\alpha\beta},\qquad K_{\alpha\beta}=\frac1{2A_0}\sum_{\mathbf R}R_\alpha v^\beta_{\mathbf R,0}. \tag{6}$$

Replacing $\bar{\mathbf r}_s$ by the nearest boundary point costs $O(1)$ per pair, hence $O(L)$; each corner affects $O(1)$ pairs with lever arm $O(L)$. The divergence theorem, $\oint dl\,n_\alpha r_\gamma=\mathcal A\,\delta_{\alpha\gamma}$, gives $\oint dl\,\epsilon_{\gamma\beta}r_\gamma n_\alpha K_{\alpha\beta}=\mathcal A(K_{xy}-K_{yx})$, so

$$M_{IC}=-\tfrac12(K_{xy}-K_{yx})=-\frac1{2A_0}\mathrm{Im}\sum_{\mathbf R}\big(\mathbf R\times\langle\mathbf R|\mathbf r|0\rangle\big)_z\langle0|H|\mathbf R\rangle. \tag{7}$$

*Limit.* For a flat band $\langle0|H|\mathbf R\rangle=0$ when $\mathbf R\ne0$, and the $\mathbf R=0$ term has no lever arm, so $M_{IC}=0$.

## 4. One band in k space

Write $r_\alpha e^{i\mathbf k\cdot\mathbf r}=-i\partial_\alpha e^{i\mathbf k\cdot\mathbf r}$, with $\partial_\alpha=\partial/\partial k_\alpha$, and integrate by parts. The boundary terms cancel because $\psi_{\mathbf k}$ is periodic and smooth:

$$r_\alpha|0\rangle=V\!\int\! d^2k\,e^{i\mathbf k\cdot\mathbf r}\,i|\partial_\alpha u\rangle. \tag{8}$$

Put (8) on both sides of (5). $H$ acts as $H_{\mathbf k}$, (3) removes one integral and one factor $V$, $(i)^*i=1$, and $V/A_0=(2\pi)^{-2}$:

$$M_{LC}=\mathrm{Im}\!\int\!\frac{d^2k}{(2\pi)^2}\langle\partial_xu|H_{\mathbf k}|\partial_yu\rangle .$$

For (7), the same rules give, with $A_\beta=i\langle u|\partial_\beta u\rangle$,

$$\langle\mathbf R|r_\beta|0\rangle=V\!\int\! d^2k\,e^{i\mathbf k\cdot\mathbf R}A_\beta,\qquad\langle0|H|\mathbf R\rangle=V\!\int\! d^2k\,e^{-i\mathbf k\cdot\mathbf R}E_{\mathbf k}.$$

Using $R_\alpha e^{i\mathbf k\cdot\mathbf R}=-i\partial_\alpha e^{i\mathbf k\cdot\mathbf R}$ and a second integration by parts ($A$ is periodic), $R_\alpha\langle\mathbf R|r_\beta|0\rangle$ is the Fourier coefficient of $i\partial_\alpha A_\beta$. The cross product is that of $i\Omega$, where the mixed second derivatives of $u$ cancel:

$$\Omega=\partial_xA_y-\partial_yA_x=i\big(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\big)=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle .$$

The lattice sum sets $\mathbf k=\mathbf k'$ and leaves $iV\!\int\Omega E$, whose imaginary part is $V\!\int\Omega E$. Therefore

$$M_{IC}=-\tfrac12\!\int\!\frac{d^2k}{(2\pi)^2}E\,\Omega=\mathrm{Im}\!\int\!\frac{d^2k}{(2\pi)^2}E\,\langle\partial_xu|\partial_yu\rangle .$$

*Limits.* With time reversal, $E$ is even and $\Omega$ odd in $\mathbf k$, so $M_{IC}=0$. Under $u\to e^{i\varphi}u$, $\langle\partial_xu|H_{\mathbf k}|\partial_yu\rangle$ gains $iE\,\partial_y\varphi\langle\partial_xu|u\rangle-iE\,\partial_x\varphi\langle u|\partial_yu\rangle+E\,\partial_x\varphi\,\partial_y\varphi$. This is real, because normalisation makes $\langle u|\partial u\rangle$ imaginary, and the same terms arise in the $IC$ integrand. For one band each term is gauge invariant at every $\mathbf k$. A two-band model with lattice constant 1 bohr and one filled band serves as a test: $H_{\mathbf k}=s[\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+(\lambda+\cos k_x+\cos k_y)\,\sigma_z]$, with Pauli matrices $\sigma$ and $s=0.05$ Ha. For $\lambda=3$, where $C=0$, and with all energies raised by $0.1$ Ha, the phase $\varphi=\sin k_x+0.7\cos(k_x+2k_y)$ changes either integrand by at most $2.1\times10^{-9}$ a.u. when derivatives are taken by central differences of step $10^{-4}$; this residue is discretisation error and falls as the square of the step.

## 5. Several bands

Now $u_{n\mathbf k}$, $n=1,\dots,J$, span the occupied space without being eigenstates, and $E_{nm}=\langle u_n|H_{\mathbf k}|u_m\rangle$, $A_{\beta,mn}=i\langle u_m|\partial_\beta u_n\rangle$ are Hermitian matrices (the latter because $\partial_\beta\langle u_m|u_n\rangle=0$).

One step changes. The relation $\mathbf v_{n0,m\mathbf R}=-\mathbf v_{m0,n,-\mathbf R}$ cancels terms only after summing over both $n$ and $m$, so $\sum_n\bar{\mathbf v}_n=0$ while a single $\bar{\mathbf v}_n$ may survive. This is why the partition is made by whole cells: every interior cell then still contributes $\sum_n\langle n0|\mathbf r\times\mathbf v|n0\rangle$, including its terms $\bar{\mathbf r}_n\times\bar{\mathbf v}_n$. In (6), $v^\beta_{\mathbf R,0}$ becomes $\sum_{mn}v^\beta_{m\mathbf R,n0}$, which is again odd in $\mathbf R$. The lattice sum yields $iV\!\int\sum_{mn}\Omega_{mn}E_{nm}$ with $\Omega_{mn}=i(\langle\partial_xu_m|\partial_yu_n\rangle-\langle\partial_yu_m|\partial_xu_n\rangle)$. Set $s=\sum E_{nm}\langle\partial_xu_m|\partial_yu_n\rangle$. Conjugating and relabelling gives $s^*=\sum E_{nm}\langle\partial_yu_m|\partial_xu_n\rangle$, so $\mathrm{tr}\,\Omega E=i(s-s^*)=-2\,\mathrm{Im}\,s$. The result is $M=M_{LC}+M_{IC}$ with

$$M_{LC}=\mathrm{Im}\sum_n\!\int\!\frac{d^2k}{(2\pi)^2}\langle\partial_xu_n|H_{\mathbf k}|\partial_yu_n\rangle,\qquad M_{IC}=\mathrm{Im}\sum_{nm}\!\int\!\frac{d^2k}{(2\pi)^2}E_{nm}\langle\partial_xu_m|\partial_yu_n\rangle. \tag{9}$$

**Gauge dependence.** Let $P_{\mathbf k}$ project on the occupied space and $Q=1-P$. Then $|\partial u_n\rangle=|\tilde\partial u_n\rangle-i\sum_m|u_m\rangle A_{mn}$ with $\tilde\partial u_n=Q\,\partial u_n$. Cross terms vanish because $H_{\mathbf k}$ commutes with $P$, and $(-iA_{ln})^*=iA_{nl}$, so

$$\sum_n\langle\partial_xu_n|H_{\mathbf k}|\partial_yu_n\rangle=(\text{tilde form})+\mathrm{tr}(A_xEA_y),\qquad s=\tilde s+\mathrm{tr}(EA_xA_y).$$

Cyclicity and hermiticity give $\mathrm{tr}(A_xEA_y)=\mathrm{tr}(A_yA_xE)=[\mathrm{tr}(EA_xA_y)]^*$. The imaginary parts are opposite at each $\mathbf k$:

$$M_{LC}=\tilde M_{LC}-G,\qquad M_{IC}=\tilde M_{IC}+G,\qquad G=\mathrm{Im}\!\int\!\frac{d^2k}{(2\pi)^2}\mathrm{tr}(EA_xA_y). \tag{10}$$

Under $u\to uU(\mathbf k)$, $Q\,\partial(uU)=(Q\,\partial u)U$ and $E\to U^\dagger EU$, so the tilde terms are invariant. For $J>1$ the two terms of (9) are separately gauge dependent, so neither $M_{IC}$ nor $K$ is a measurable edge current. The invariants are $\tilde M_{LC}$ and $\tilde M_{IC}$: their sum is $M$, and their difference is a second bulk quantity, the one fixed by the dichroic sum rule.

*Limit.* For $J=1$, $E$, $A_x$ and $A_y$ are real numbers, $G=0$, and section 4 is recovered.

The tilde terms may be evaluated with eigenstates. Differentiating $H_{\mathbf k}u_n=\varepsilon_nu_n$ and projecting on an empty state $c$ gives $\langle c|\partial u_n\rangle=\langle c|\partial H|n\rangle/(\varepsilon_n-\varepsilon_c)$. With $W_{nc}=\mathrm{Im}\,\langle n|\partial_xH|c\rangle\langle c|\partial_yH|n\rangle$,

$$M=\sum_{n,c}\!\int\!\frac{d^2k}{(2\pi)^2}\,\frac{W_{nc}\,(\varepsilon_c+\varepsilon_n)}{(\varepsilon_c-\varepsilon_n)^2}, \tag{11}$$

where $\varepsilon_c$ gives $\tilde M_{LC}$ and $\varepsilon_n$ gives $\tilde M_{IC}$. Only gaps to empty states appear in the denominators.

## 6. Where the result fails

Shift $H\to H+\delta$. Each integrand in (9) gains $\delta\,\mathrm{Im}\sum_n\langle\partial_xu_n|\partial_yu_n\rangle=-\tfrac12\delta\,\mathrm{tr}\,\Omega$, which is gauge invariant. With $\int\mathrm{tr}\,\Omega\,d^2k=2\pi C$, (11) changes by $-\delta C/2\pi$. In a smooth periodic gauge $\mathrm{tr}\,\Omega$ is the curl of a periodic field, so $C=0$ and nothing changes. For $C\neq0$ no such gauge exists and (8) fails. Expression (11) can still be evaluated, but it depends on the energy zero while $m$ does not, so it is incomplete. In the two-band model of section 4 with $\lambda=1$ instead of $3$, where $C=-1$, a shift $\delta=0.1$ Ha changes (11) by $1.59155\times10^{-2}$ a.u., equal to $0.1/2\pi$. Metals and samples with partly filled edge bands violate the localisation assumptions and are not covered.

## 7. Worked example

The model is a square tight-binding lattice with round parameters, $a=6$ bohr, $A_0=36$ bohr², and a diagonal position operator. Sites A $(0,0)$, B $(a/2,0)$, C $(a/2,a/2)$, D $(0,a/2)$ have energies $-0.15$, $0.10$, $-0.10$, $0.15$ Ha. Nearest-neighbour hoppings are $t=-0.05$ Ha, real except for $\langle\mathrm B_{\mathbf R}|H|\mathrm C_{\mathbf R}\rangle=\langle\mathrm C_{\mathbf R}|H|\mathrm B_{\mathbf R+a\hat y}\rangle=te^{i\pi/3}$ and $\langle\mathrm C_{\mathbf R}|H|\mathrm D_{\mathbf R+a\hat x}\rangle=te^{-2\pi i/3}$ with their conjugates. Counted as the phase of $H_{12}H_{23}H_{34}H_{41}$ with the corners numbered anticlockwise, the flux is $-\pi$ through the plaquette whose lower left corner is C and $\pi/3$ through the other three. Reversing all fluxes reverses $M$, and the separate values of $M_{LC}$, $M_{IC}$ and $K$ quoted below refer to these phases. Two bands are filled.

Hopping joins only low sites (A, C) to high sites (B, D). Restricted to the $2L^2$ low sites of an $L\times L$ sample, $H\le-0.10$ Ha, and restricted to the high sites $H\ge0.10$ Ha. The min-max principle then keeps the gap at or above $0.20$ Ha for any cut of the lattice that leaves the site energies unchanged and fills one state per low site (an edge potential can narrow it); it is $0.2003$ Ha at $L=16$. For $L=4$ with Peierls phases, $\langle m\rangle$ and $-dE/dB$ are both $0.194097$ a.u., which confirms the sign and factor of $m$.

Localised orbitals are $Pg(g^\dagger Pg)^{-1/2}$, built alike in the bulk and in the samples from trial functions $g_{1\mathbf R}=\cos\theta\,\mathrm A_{\mathbf R}+\sin\theta\,\mathrm C_{\mathbf R-a\hat x}$ and $g_{2\mathbf R}=\cos\theta\,\mathrm C_{\mathbf R}-\sin\theta\,\mathrm A_{\mathbf R+a\hat x}$. The strip is four cells wide.

**Total.** A moment of the form $MA_0L^2+bL+c$, valid up to exponential tails, has second difference $8A_0M=288M$ over $L=12,14,16$:

$$M=\frac{1.919570-2(2.629874)+3.451751}{288}=\frac{0.111573}{288}=3.874\times10^{-4}\ \text{a.u.}$$

Equation (11) gives $3.8741\times10^{-4}$ a.u. The unextrapolated $L=16$ value, $3.745\times10^{-4}$, lies $3.3\%$ below $M$, relative to $M$.

**Gauge $\theta=0$.** The $8\times8$ interior of the $L=16$ sample gives $M_{LC}=0.50906/(64\times36)=2.2095\times10^{-4}$. The surface self-rotation has second difference $0.83059-2(1.04159)+1.25259=0.00000$, as a term of the form $bL+c$ must. The surface itinerant part gives

$$M_{IC}=\frac{0.96172-2(1.30194)+1.69010}{288}=\frac{0.04794}{288}=1.665\times10^{-4}.$$

From bulk Wannier functions, (7) gives $-\tfrac12(-1.6551-1.6742)\times10^{-4}=1.6646\times10^{-4}$, and the k integrals (9) give $2.2095\times10^{-4}$ and $1.6646\times10^{-4}$. On the right edge the summed $\bar v_y/a$ of one row equals $K_{xy}=-1.6551\times10^{-4}$, of which $-1.607\times10^{-4}$ sits in the outermost cell: the velocity resides at the edge although its sum is fixed by the bulk. The bulk functions carry $\bar{\mathbf v}_1=-\bar{\mathbf v}_2=(-3.71,\,3.89)\times10^{-4}$.

**Gauge $\theta=\pi/6$.** Now $M_{LC}=3.0418\times10^{-3}$ and $M_{IC}=-\tfrac12(5.4761-0.1674)\times10^{-3}=-2.6544\times10^{-3}$, with sum $3.874\times10^{-4}$. The itinerant term has changed sign. Since the trial functions mix A and C, this split depends on the hopping phases chosen above: other phases with the same fluxes give another split at the same $\theta$, not always with a change of sign. Equation (10) gives $\tilde M_{LC}=(3.04176-2.84806)\times10^{-3}=1.9370\times10^{-4}$, the same as $(2.20948-0.27243)\times10^{-4}$ from $\theta=0$. $K_{yx}$ is unchanged, for the following reason. In the bulk the trial set is a unitary rotation of the pairs $(\mathrm A_{\mathbf R},\mathrm C_{\mathbf R-a\hat x})$, which passes through the orthonormalisation and mixes orbitals within one row of cells only. The projectors $P_S$ and $P_I$ on the orbitals of the rows above and below a horizontal boundary therefore stay the same. By (4) and (6), $K_{yx}$ is the crossing sum $\sum_{s\in S,\,j\in I}2\,\mathrm{Im}(x_{sj}H_{js})=2\,\mathrm{Im}\,\mathrm{tr}(P_S\,x\,P_I H)$ per unit length of that boundary, which depends on the orbitals only through these projectors.

**An equality due to symmetry.** The output shows $\tilde M_{LC}=\tilde M_{IC}=1.9370\times10^{-4}$. A symmetry causes it. Reversing the sign of the B and D orbitals reverses all hoppings and maps $H$ to $-H'$, where $H'$ has the original hoppings and site energies $0.15,-0.10,0.10,-0.15$. These are the original energies with A↔D and B↔C, which is the mirror $y\to a/2-y$. The mirror maps each plaquette type to itself and reverses its flux, and complex conjugation restores the flux. Up to site phases there is therefore an antiunitary $\Theta$ with $H\to-H$, $x\to x$, $y\to a/2-y$, so $v_x\to-i[-H,x]=v_x$ and $v_y\to-v_y$. It sends $n$ to an empty state $c'$ and $c$ to an occupied state $n'$, with $\varepsilon_{n'}=-\varepsilon_c$ and the same energy difference. Antiunitarity gives $(\langle n|v_x|c\rangle\langle c|v_y|n\rangle)^*=-\langle c'|v_x|n'\rangle\langle n'|v_y|c'\rangle$, whose imaginary parts read $-W_{nc}=+W_{n'c'}$. Hence $W_{nc}\varepsilon_c=W_{n'c'}\varepsilon_{n'}$, and the two sums in (11) agree. The total $M$ alone thus cannot distinguish $\varepsilon_c+\varepsilon_n$ from $2\varepsilon_c$ here. The terms were therefore compared separately: (10) at every mesh point, and $M_{LC}$ and $M_{IC}$ of the samples against (9) to $3\times10^{-7}$ a.u. in both gauges.

In other units, $M=3.874\times10^{-4}\times6623.62\ \mu\mathrm A=2.57\ \mu\mathrm A$, and the moment per cell is $36\times3.874\times10^{-4}=0.01395$ a.u. $=0.0279\,\mu_B$.

## Table of computed values

```
a = 6.0 bohr, A0 = 36.0 bohr^2, t = -0.05 Ha, site energies = [-0.15, 0.1, -0.1, 0.15] Ha
plaquette fluxes / pi (mod 2) = [0.3333, 0.3333, 0.3333, -1.0]
1 a.u. moment = 2.0000 muB; 1 a.u. of M (current) = 6623.62 microampere
L=4: <m> = 0.194097 a.u., -dE/dB = 0.194097 a.u.
bulk gap on mesh = 0.20009 Ha, Chern number = -4.4e-18
covariant M_LC = 1.937048e-04, covariant M_IC = 1.937048e-04 a.u.
sum over states M = 3.874095e-04 a.u.
L=12: gap = 0.20051 Ha, moment = 1.919570 a.u., moment/area = 3.702875e-04 a.u.
L=14: gap = 0.20038 Ha, moment = 2.629874 a.u., moment/area = 3.727145e-04 a.u.
L=16: gap = 0.20029 Ha, moment = 3.451751 a.u., moment/area = 3.745389e-04 a.u.
finite samples, L^2 coefficient: M = 3.874095e-04 a.u.
--- gauge with trial mixing angle 0.0000 pi (all a.u.) ---
k space:      M_LC = 2.209476e-04, M_IC = 1.664619e-04, G = -2.724283e-05
bulk Wannier: M_LC = 2.209476e-04, M_IC = 1.664619e-04
samples:      M_LC = 2.209476e-04, M_IC = 1.664619e-04, sum = 3.874095e-04
L^2 coeff: crossing 1.664619e-04, S-S 2.6e-13, surface self-rotation 8.5e-18
bulk vbar_1 = (-3.71066e-04, 3.89455e-04), vbar_2 = (3.71066e-04, -3.89455e-04)
K_xy = -1.655065e-04, K_yx = 1.674174e-04
L=16 edges: right -1.655065e-04, left 1.655065e-04, top 1.674174e-04
right edge v_y/a by cell, outermost first: -1.607e-04, -4.825e-06, -1.073e-08, -1.705e-10
L=12 moments: interior 0.12727, surf. self-rot. 0.83059, surf. itin. 0.96172
L=14 moments: interior 0.28635, surf. self-rot. 1.04159, surf. itin. 1.30194
L=16 moments: interior 0.50906, surf. self-rot. 1.25259, surf. itin. 1.69010
--- gauge with trial mixing angle 0.1667 pi (all a.u.) ---
k space:      M_LC = 3.041763e-03, M_IC = -2.654354e-03, G = -2.848059e-03
bulk Wannier: M_LC = 3.041763e-03, M_IC = -2.654354e-03
samples:      M_LC = 3.041763e-03, M_IC = -2.654354e-03, sum = 3.874095e-04
L^2 coeff: crossing -2.654354e-03, S-S -1.5e-12, surface self-rotation 2.6e-17
bulk vbar_1 = (-3.45548e-02, 3.42392e-02), vbar_2 = (3.45548e-02, -3.42392e-02)
K_xy = 5.476125e-03, K_yx = 1.674174e-04
L=16 edges: right 5.476125e-03, left -5.476125e-03, top 1.674174e-04
right edge v_y/a by cell, outermost first: 5.462e-03, 1.408e-05, 9.790e-08, 6.093e-10
L=12 moments: interior 1.75206, surf. self-rot. 0.54047, surf. itin. -0.37296
L=14 moments: interior 3.94213, surf. self-rot. 0.67500, surf. itin. -1.98725
L=16 moments: interior 7.00822, surf. self-rot. 0.80953, surf. itin. -4.36600
two-band s = 0.05 Ha, m = 1: C = -1.0000; shift 0.1 Ha changes formula by 1.591549e-02 a.u.
one band, m = 3: largest gauge change of LC, IC integrands = 2.1e-09 a.u.
result: M = 3.874095e-04 a.u. = 2.5661 microampere
result: M*A0 = 0.013947 a.u. = 0.027893 muB per cell
```
